# Zigzag Boundary Condition and Edge States of Minimal Honeycomb Edges

**Result.** Consider a honeycomb lattice with nearest-neighbour hopping $t$ and equal site energies. Its lattice vectors $\mathbf R_1,\mathbf R_2$ have length $a$ and enclose $60^\circ$. An edge has period $\mathbf T=n\mathbf R_1+m\mathbf R_2$ with integers $n,m\ge0$ (rotations by multiples of $60^\circ$ bring every direction to this form) and is called minimal if it cuts the fewest possible bonds per period. If $n\neq m$, every minimal edge imposes the zigzag condition on the low-energy Dirac envelopes: in both valleys one sublattice envelope vanishes at the edge and the other is free. The number of zero-energy edge states per unit length and per spin is

$$\rho=\frac{|n-m|}{3|\mathbf T|}=\frac{2|\sin\varphi|}{3a},\tag{1}$$

where $\varphi$, with $|\varphi|\le30^\circ$, is the angle between the edge and the nearest armchair direction. The boundary condition holds for each fixed edge in the limit of small wavevector, measured from the Dirac point. The length that sets the corrections is of order $|\mathbf T|$ in the evenly stepped edges given after (18), but it depends on the order of the steps and can be much larger. Edge potentials, reconstruction and further hopping are excluded.

## Shape of a minimal edge

Label cells by $\mathbf r=p\mathbf R_1+q\mathbf R_2$. Site $A(\mathbf r)$ is bonded to $B(\mathbf r)$, $B(\mathbf r-\mathbf R_1)$ and $B(\mathbf r-\mathbf R_2)$. A $60^\circ$ rotation about a hexagon centre maps the lattice to itself and exchanges the sublattices, so we may take $n,m\ge0$ with the crystal to the left of $\mathbf T$. Reflection about $\mathbf R_1+\mathbf R_2$ followed by a half-turn keeps the crystal on the left, exchanges $n$ with $m$ and exchanges $A$ with $B$. It therefore suffices to treat $n\ge m$, $n\ge1$.

Let $\chi_A,\chi_B$ be 1 on occupied sites and 0 elsewhere, and put $\mathbf R_0=0$. For bonds of type $j=0,1,2$, count cut bonds per period as $+1$ if the $A$ end is occupied and $-1$ if the $B$ end is:

$$d_j=\sum_{\mathbf r\bmod\mathbf T}\left[\chi_A(\mathbf r)-\chi_B(\mathbf r-\mathbf R_j)\right].\tag{2}$$

The difference $d_j-d_0=\sum[\chi_B(\mathbf r)-\chi_B(\mathbf r-\mathbf R_j)]$ compares the crystal with its copy shifted by $\mathbf R_j$. Finite changes of the edge cancel in it, so it equals the signed number of cells in the strip swept by a straight edge. The vector $\mathbf R_1$ points outward and adds $m$ cells, while $\mathbf R_2$ points inward and removes $n$. With $c=d_0$,

$$(d_0,d_1,d_2)=(c,\;c-m,\;c+n),\qquad |c|+|c-m|+|c+n|\ge |c|+n+m .\tag{3}$$

The fewest cut bonds are thus $n+m$, reached when $c=0$ and no type has cuts of both signs. This fixes the shape.

- No bond of type 0 is cut, so the crystal consists of whole $AB$ cells.
- Type 1 is cut with $B$ inside, so an occupied cell $\mathbf r$ implies an occupied cell $\mathbf r-\mathbf R_1$.
- Type 2 is cut with $A$ inside, so an occupied $\mathbf r$ implies an occupied $\mathbf r+\mathbf R_2$.

Column $p$ is therefore filled for $q\ge q_p$, where $q_p\le q_{p+1}$ and $q_{p+n}=q_p+m$. The edge is a staircase of $n$ steps $\mathbf R_1$ and $m$ steps $\mathbf R_2$ in any order. We set $q_0=0$. Per period there are $n$ missing $B$ sites $(p,q_p-1)$, and $m$ missing $A$ sites $(p,q)$ with $q_{p-1}\le q<q_p$, $1\le p\le n$.

## Zero-energy modes

At zero energy the sublattices decouple. For every occupied cell,

$$A(\mathbf r)+A(\mathbf r+\mathbf R_1)+A(\mathbf r+\mathbf R_2)=0,\tag{4}$$
$$B(\mathbf r)+B(\mathbf r-\mathbf R_1)+B(\mathbf r-\mathbf R_2)=0,\tag{5}$$

with zero amplitude on missing sites. Translation by $\mathbf T$ multiplies a state by $e^{i\kappa}$. Inserting $A=z_1^pz_2^q$ in (4) gives

$$z_1+z_2=-1,\qquad F(z_2)\equiv(-1-z_2)^n z_2^m=e^{i\kappa}.\tag{6}$$

The $n+m$ roots are distinct, because $F'$ vanishes only where $|F|<1$: at $z=-m/(n+m)$ if $m\ge1$, and possibly at $0$ and $-1$. They span all solutions of (4). Indeed, prescribe $A$ on the $n$ lowest sites of the columns and on the $m$ missing sites; then $A(p,q+1)=-A(p,q)-A(p+1,q)$ fixes the rest, in order of increasing $nq-mp$. A mode decays into the crystal if $|z_2|<1$. (For $m=0$ a root $z_2=0$ is a state on the edge row alone, with $0^0=1$.)

Complex conjugation of (6) shows that $B=(1/\bar z_1)^p(1/\bar z_2)^q$ solves (5) with the same $\kappa$. It decays if $|z_2|>1$. If $|z_2|=1$, then $|z_1|=1$ too, and $z_1+z_2=-1$ forces $z_1=\bar z_2=e^{\pm2\pi i/3}$. These are the Dirac points, at

$$\kappa_D=\pm\frac{2\pi(n-m)}{3}\pmod{2\pi}.\tag{7}$$

At other phases the numbers of decaying modes obey $M_A+M_B=n+m$.

To find $M_A$, note that all roots lie on the curve $|z|^m|1+z|^n=1$. The region $|F|<1$ is connected, since each component must contain a zero of $F$ and the segment from $-1$ to $0$ joins the zeros. It has no holes, by the maximum principle for $|F|$, and no critical point lies on the curve. The curve is thus one smooth loop. Since $\ln|F|$ increases outward, the Cauchy–Riemann equations make $\arg F$ increase steadily along it.

The loop meets $|z|=1$ at $e^{\pm2\pi i/3}$ only. On the arc inside the unit circle, $\arg z$ runs from $-2\pi/3$ to $2\pi/3$ and $\arg(1+z)$ from $-\pi/3$ to $\pi/3$. (For $m=0$ only the second is needed.) The phase gained by $F$ is

$$\frac{4\pi m}{3}+\frac{2\pi n}{3}=2\pi\nu,\qquad \nu=\frac{n+2m}{3}.\tag{8}$$

Each $\kappa$ marks points spaced by $2\pi$ in this phase. Hence

$$\langle M_A\rangle_\kappa-m=\nu-m=\frac{n-m}{3},\tag{9}$$

and at each non-Dirac $\kappa$, $M_A$ is $\nu$ rounded down or up. At a Dirac phase an end of the arc is itself marked, leaving $\lceil\nu\rceil-1$ decaying modes. For $n>m$ we have $\nu>m$, so this number is at least $m$.

There are $m$ conditions on the $A$ modes. Counting alone would suffice if these conditions were independent; this must be proved for every order of steps.

## No bounded state on the B sublattice

**Lemma.** For $n>m$, no nonzero bounded $B$ solution exists at any $\kappa$. For $n=m$, no decaying one exists.

Set $b(p,q)=(-1)^{p+q}B(p,q)$. Equation (5) becomes $b(p,q)=b(p-1,q)+b(p,q-1)$. Since $b(p,q_p-1)=0$, summing up the column gives

$$b(p,q)=\sum_{q'=q_p}^{q}b(p-1,q').\tag{10}$$

Each column is the running sum of the preceding one, whose entries below $q_p$ have been dropped. The Bloch condition is $b(p+n,q+m)=e^{i\kappa'}b(p,q)$, with $\kappa'=\kappa+\pi(n+m)$.

**Generating function.** Let $G_p(w)=\sum_{q\ge q_p}b(p,q)w^q$, and let $D_p(w)$ contain the entries dropped from column $p-1$. A running sum multiplies a generating function by $1/(1-w)$, so $G_p=(G_{p-1}-D_p)/(1-w)$. Iterating $n$ times, using $G_n=e^{i\kappa'}w^mG_0$ and multiplying by $(1-w)^n$ gives

$$G_0(w)=\frac{P(w)}{1-e^{i\kappa'}w^m(1-w)^n},\qquad P=\sum_{p=1}^{n}D_p(w)(1-w)^{p-1}.\tag{11}$$

If $m=0$, nothing is dropped, $P=0$, and there is no $B$ solution. For $m\ge1$, $P$ has $m$ coefficients, one for each missing $A$ site. Any choice of them yields a solution: modulo $w^m$, $G_0$ equals $P$, whose terms below $w^{q_1}$ are $D_1$. Removing $D_1$ and dividing by $1-w$ exposes $D_2$ in the same way, and so on. A nonzero choice gives a nonzero solution.

The degree of $P$ is at most $n+m-2$, below that of the denominator, whose zeros $y$ are simple. They are $y=-\bar z_2$, with $z_2$ from (6). Partial fractions therefore give a sum of modes

$$b\propto(1-y)^{-p}y^{-q},\qquad |1-y|^n|y|^m=1 .\tag{12}$$

Boundedness requires $|y|\ge1$, hence $|1-y|\le1$, for every mode present.

**Sign changes.** Let $V$ count the sign changes of a real sequence, zeros omitted. For a running sum $s$ of a sequence $x$,

$$V(x)\ge V(s)+\epsilon,\tag{13}$$

where $\epsilon=1$ if the last nonzero members of $x$ and $s$ have opposite signs, and $\epsilon=0$ otherwise. To reach its first sign, and then each new sign, $s$ needs an entry of $x$ with that sign; this gives $V(x)\ge V(s)$. If the last entry of $x$ opposes the last sign of $s$, it comes after these entries and adds one change.

Suppose a bounded $b\ne0$ exists, and let $y$ belong to its slowest mode, the one with smallest $|y|$. Equal $|y|$ implies equal $|1-y|$ by (12), so only $\bar y$ can tie with $y$, and then $e^{i\kappa'}$ is real. In either case, after multiplying $b$ by a suitable constant phase, its real part has the tail

$$|1-y|^{-p}|y|^{-q}K\cos(\theta+p\alpha-q\omega),\quad \omega=|\arg y|,\;\alpha=|\arg(1-y)|,\tag{14}$$

with $K\ne0$, up to reversal of both phase advances. Follow $jn$ columns, each cut off at the same row $Q$, with $Q$ large enough for (14) to hold there.

- At row $Q$ the phase advances by $\alpha$ per column. The terms $\epsilon$ in (13) therefore add up to $jn\alpha/\pi+O(1)$.
- By the Bloch condition, column $jn$ up to $Q$ is column 0 up to $Q-jm$, times a phase. It has $jm\omega/\pi+O(1)$ fewer sign changes than column 0 up to $Q$.

The corrections stay bounded as $j$ grows: where the cosine nearly vanishes, its two neighbours have opposite signs, so one change is counted whatever the sign between them. For real $y$, $\omega=0$ and $\alpha=\pi$; the phase can be chosen so that the cosine is not zero. Dropping entries can only lower $V$. Dividing by $j\to\infty$ gives

$$n\alpha\le m\omega .\tag{15}$$

In the triangle with corners $0,1,y$, the angle $\omega$ at $0$ faces the side $|1-y|\le1$, the angle $\alpha$ at $1$ faces $|y|\ge1$, and the third angle faces a side of length 1. Larger sides face larger angles, so

$$\omega\le\pi/3\le\alpha,\tag{16}$$

with strict inequalities unless $|y|=|1-y|=1$, the Dirac case. Equations (15) and (16) imply $n\le m$, and $n<m$ if the state decays. This proves the lemma.

## Boundary condition and number of states

The lemma also settles the $A$ sublattice. Suppose the $m$ conditions at the missing $A$ sites were dependent on the decaying $A$ modes. Some nonzero combination of the values $z_1^pz_2^q$ at these sites would then vanish for every root with $|z_2|<1$. With $w=-\bar z_2$ and $1-w=-\bar z_1$,

$$w^q(1-w)^{p-1}=(-1)^{p+q-1}\,\bar z_2^{\,q}\,\bar z_1^{\,p-1}.\tag{17}$$

Apart from signs and the common factor $1/\bar z_1$, these are the conjugate values from which $P$ in (11) is built. There would be a nonzero $P$ cancelling all poles with $|w|<1$, and hence a nonzero bounded $B$ solution. For $n>m$ this is impossible, so the $A$ conditions have rank $m$.

**At the Dirac phase.** Choose any Dirac amplitudes on $A$. The decaying modes can satisfy all $m$ conditions, so these amplitudes are free. On $B$ no bounded solution exists, so the Dirac amplitudes vanish. Now write a low-energy state as $\sum_v e^{i\mathbf K_v\cdot\mathbf r}\phi_v(\mathbf r)$, with valleys $v$ and slow envelopes $\phi_v$. Near the edge, its energy and the variation of $\phi_v$ correct (4) and (5) only in relative order wavevector times $a$, and its Bloch phase differs from $\kappa_D$ by at most wavevector times $|\mathbf T|$. For a fixed edge, as both tend to zero the lattice solution just found is approached:

$$\phi_v^B\big|_{\rm edge}=0,\qquad \phi_v^A\big|_{\rm edge}\ \text{free, in both valleys}.\tag{18}$$

This remains true when $n-m$ is a multiple of 3 and both valleys share one Bloch phase. How small the wavevector must be depends on the order of the steps. For $n=m+1$, the lowest strip level at the Dirac phase corresponds to an extra width of about $0.6\,|\mathbf T|$ for evenly spread steps up to $m=12$. When all steps $\mathbf R_1$ precede all steps $\mathbf R_2$, the extra width is about $1$, $3$ and more than $50$ times $|\mathbf T|$ at $m=3$, $6$ and $12$.

**Away from the Dirac phase.** There are $M_A-m$ edge states, all on $A$. A unit length contains $dk/2\pi$ wavevectors, with $\kappa=k|\mathbf T|$, so averaging with (9) gives $\rho=(n-m)/(3|\mathbf T|)$. For the angle, decompose

$$\mathbf T=\tfrac{n+m}{2}(\mathbf R_1+\mathbf R_2)+\tfrac{n-m}{2}(\mathbf R_1-\mathbf R_2).\tag{19}$$

The two vectors are orthogonal, the first is an armchair direction and the second has length $a$. Thus $\sin\varphi=(n-m)a/(2|\mathbf T|)$, which gives (1).

**Armchair case.** For $n=m$, (8) gives $\nu=m$. Away from $\kappa_D=0$ there are $m$ decaying $A$ modes, and the argument after (17) again gives rank $m$, so no edge state exists on either sublattice. At $\kappa=0$, $m-1$ decaying modes and two Dirac amplitudes meet $m$ conditions on each sublattice, so each has at least one bounded solution. The lemma, together with the symmetry that exchanges the sublattices, excludes decaying solutions on both, so every bounded solution is fixed by its Dirac amplitudes. The current through the edge pairs the $A$ and $B$ amplitudes within each valley and must vanish for all allowed pairs. The two solution spaces therefore have total dimension at most 2, hence one each. Complex conjugation exchanges the valleys and preserves each space, so the two valley amplitudes have equal magnitude. The armchair edge mixes the valleys.

**Why minimality matters.** For $(n,m)=(1,0)$, (4) reads $A_{q+1}=-(1+e^{i\kappa})A_q$. It decays for $|2\cos(\kappa/2)|<1$, one third of the Bloch phases. Now remove the lowest row of $A$ sites and keep their $B$ partners. This edge cuts two bonds per period instead of one. Equation (4) then forces $A=0$, while (5) gives $B_q=-B_{q-1}/(1+e^{-i\kappa})$, which decays on the other two thirds. Both the sublattice and the density have changed.

## Example: $\mathbf T=2\mathbf R_1+\mathbf R_2$

Take $a=0.25$ nm. Then $|\mathbf T|=\sqrt7\,a=2.6458\,a$ and $\sin\varphi=1/(2\times2.6458)=0.1890$, so $\varphi=10.89^\circ$. Equation (1) gives

$$\rho=\frac{2\times0.1890}{3a}=\frac{0.1260}{a}=0.504\ \mathrm{nm^{-1}},$$

compared with $1.333\ \mathrm{nm^{-1}}$ for the zigzag edge.

Here $\nu=4/3$ and $m=1$. At $\kappa=0$ the root moduli are 0.466, 1.466 and 1.466: one decaying $A$ mode meets one condition, and no state remains. At $\kappa=\pi$ they are 0.755, 0.755 and 1.755: two modes leave one edge state. In a strip 150 cells deep along $\mathbf R_2$, 8 of the 24 phases $\kappa=2\pi(j+\tfrac12)/24$, which avoid the Dirac phases, have such a state, the predicted third.

The boundary condition can be followed by hand at $\kappa_D=2\pi/3$, for the step order $\mathbf R_1\mathbf R_1\mathbf R_2$. The missing $A$ site is $(2,0)$. A Dirac wave of amplitude $u$ and a decaying mode of amplitude $g$ must satisfy $uz_{1D}^2+gz_1^2=0$. Since $z_1^2z_2=e^{i\kappa}$ for both,

$$g=-u\,z_2/z_{2D},\qquad |g/u|=0.581 .$$

Any $u$ is allowed. The two bounded $B$ modes must vanish at $(0,-1)$ and $(1,-1)$. Their factors per step $\mathbf R_1$ differ, so both amplitudes are zero.

Strip levels test (18) separately. Expanding $1+z_1+z_2$ about a Dirac point gives the Dirac velocity $\hbar v=\sqrt3\,ta/2$. A strip $L$ cells deep has width $W=\sqrt3\,nLa^2/(2|\mathbf T|)$. Its upper edge is a minimal lower edge with the step order reversed, turned by $180^\circ$, so there $\phi^A$ vanishes. At the Dirac phase, $\phi^B\propto\sin kx$ and $\phi^A\propto\cos kx$, with $x$ the distance from the lower edge. Then $\cos kW=0$ and

$$E_l=\hbar v\,\frac{(2l+1)\pi}{2W},\qquad E_0=\frac{\pi|\mathbf T|t}{2nLa}.\tag{20}$$

For $L=200$ the estimate is $E_0=0.01039\,t$; the lattice gives $0.01027\,t$, about 1.2% below it. The level ratios are 1 : 3.000 : 4.999. Between $L=100$ and $200$, $1/E_0$ grows by $0.4812/t$ per cell, as (20) requires. The 1.2% thus acts as a fixed addition to the depth, about 2.4 cells, and fades in relative size as $L$ grows. (The three step orders in the numerical output agree because, for $n=2$, $m=1$, they are one edge counted from different starting points.)

For $n=4$, $m=1$, where the valleys share a Bloch phase, the levels at $L=100$ are 1, 1.010, 2.999 and 3.031 times the lowest (1, 1.004, 3.000 and 3.012 at $L=200$): two near-degenerate copies of the same series. The armchair strip $n=m=1$ behaves differently. At $\kappa=0$ its levels are $|1+2\cos[\pi j/(L+1)]|\,t$, the absolute eigenvalues, in units of $t$, of a chain with unit diagonal and unit neighbour couplings. For $L=199$ the lowest three are in the ratio 1 : 1.991 : 4.018. For $L=200$, $L+1$ is a multiple of 3 and one level is zero, with amplitude $\sin(2\pi i/3)$ on cell $i$: a state extended across the strip, not an edge state. The remaining values are in the numerical output.

## Computed values

```
Cut bonds, all site patterns in a window of 6 cells:
  n=1 m=1: fewest cut bonds 2, minimal patterns 7
  n=2 m=1: fewest cut bonds 3, minimal patterns 7
  n=3 m=1: fewest cut bonds 4, minimal patterns 7
  n=3 m=2: fewest cut bonds 5, minimal patterns 12
Edges in independence test (number): 48
Smallest singular value, B conditions: 0.4831
Smallest singular value, A conditions: 0.5055
Strip zero-mode counts checked (number): 56
Example: n = 2, m = 1, a = 0.25 nm
Period |T|: 2.6458 a = 0.6614 nm
Angle from armchair: 10.893 degrees
Dirac phases: +-2.0944 rad
Roots z2 at kappa = 0: 0.4656+0.0000i, -1.2328+0.7926i, -1.2328-0.7926i
  moduli: 0.4656, 1.4656, 1.4656
Roots z2 at kappa = pi: -0.1226-0.7449i, -0.1226+0.7449i, -1.7549+0.0000i
  moduli: 0.7549, 0.7549, 1.7549
Roots z2 at kappa = Dirac: 0.1924+0.5479i, -0.5000-0.8660i, -1.6924+0.3181i
  moduli: 0.5807, 1.0000, 1.7221
Strip depth for density: 150 cells; phases: 24
Phases with one edge state per edge: 8
Density from strip: 0.12599 per a
Density from angle: 0.12599 per a
Density from angle: 0.5040 per nm
Zigzag edge density: 1.3333 per nm
A weight in edge half at kappa = pi: 1.000000
Two lowest levels at kappa = pi, depth 80: 4.8e-11, 0.3502 t
Dirac-phase levels, depth 200: 0.010268, 0.030800, 0.051325 t
  ratios to lowest: 2.9998, 4.9988
  zigzag-condition estimate of lowest: 0.010390 t
Growth of 1/E1 per cell, three step orders: 0.48123, 0.48123, 0.48123 per t
Growth of 1/E1 per cell, formula: 0.48124 per t
n=4 m=1 levels over lowest: 1.010, 2.999, 3.031
Armchair, depth 199, levels over lowest: 1.991, 4.018
Armchair, depth 200, levels: 2.3e-17, 0.02695, 0.02719 t
```
